**Field derivative of the exchange-correlation matrix over London orbitals: numerical tests for water**

The program tests the formula K^k_μν = (i/2) Σ_g w_g {(R_μν×r)_k [f_ρ χ_μχ_ν + 2f_σ ∇ρ·∇(χ_μχ_ν)] + 2f_σ (R_μν×∇ρ)_k χ_μχ_ν} for a closed shell at zero field. Here χ_μ is a real basis function centred at R_μ, R_μν = R_μ − R_ν, w_g is a grid weight, and f_ρ and f_σ are derivatives of the exchange-correlation energy density with respect to ρ and σ = |∇ρ|². It asserts agreement of all LDA and PBE elements with central differences of the complex finite-field matrix; the largest deviation is 2.7×10⁻⁸ hartree per atomic unit of field. One element is also asserted against mixed second differences of the energy, computed from orbital values with numerical density gradients. Further assertions cover the field-free matrix, the local-potential form, the translation rule and the vanishing first-order density. In the PBE/6-31G model of water, leaving out the phase-gradient term (the last term of the formula) changes the isotropic oxygen shielding from 315.8 to 324.8 ppm and the hydrogen shielding from 33.09 to 32.99 ppm.

## Numerical check

```python
"""Field derivative of the exchange-correlation (xc) matrix over London orbitals.

Result under test (atomic units, B -> 0, closed shell, real density matrix):
  dK_mn/dB_k = (i/2) sum_g w_g { (R_mn x r)_k [f_rho c_m c_n
               + 2 f_sigma grad(rho).grad(c_m c_n)]
               + 2 f_sigma (R_mn x grad(rho))_k c_m c_n }
c_m: real basis function centred at R_m;  R_mn = R_m - R_n;  w_g: grid weight;
f(rho, sigma): xc energy per volume, sigma = |grad rho|^2; f_sigma = 0 for LDA.
London orbital: exp(-i A_m.r) c_m with A_m = B x (R_m - gauge_origin) / 2.
The last term is called the phase-gradient term. Arrays hold the real number
that multiplies i.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import fine_structure, physical_constants
from pyscf import gto, dft

PBE, LDA = "pbe,pbe", "lda,vwn"
bond, angle = 0.96, 104.5
t = np.radians(angle)
mol = gto.M(atom=[["O", (0, 0, 0)], ["H", (bond, 0, 0)],
                  ["H", (bond*np.cos(t), bond*np.sin(t), 0)]],
            basis="6-31g", verbose=0)
mf = dft.RKS(mol)
mf.xc = PBE
mf.grids.level = 4
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
D0 = np.asarray(mf.make_rdm1())
keep = mf.grids.weights != 0
coords = np.array(mf.grids.coords[keep])
w = np.array(mf.grids.weights[keep])
ao = mol.eval_gto("GTOval_sph_deriv2", coords)
chi, dchi = ao[0], ao[1:4]
nao = chi.shape[1]
nuclei = mol.atom_coords()
centres = np.array([nuclei[lab[0]] for lab in mol.ao_labels(fmt=None)])
R = centres[:, None, :] - centres[None, :, :]
gauge_origin = np.array([0.3, -0.7, 0.5])
unit = np.eye(3)


def functional(code, rho, grad):
    """Energy per volume and its derivatives with respect to rho and sigma."""
    if code == LDA:
        e, v = dft.libxc.eval_xc(code, rho, spin=0, deriv=1)[:2]
        return e*rho, v[0], np.zeros_like(rho)
    e, v = dft.libxc.eval_xc(code, np.vstack([rho[None], grad]), spin=0, deriv=1)[:2]
    return e*rho, v[0], v[1]


def london(B):
    """Complex London orbitals and their gradients at finite field."""
    A = 0.5*np.cross(B, centres - gauge_origin)
    phase = np.exp(-1j*(coords @ A.T))
    return phase*chi, phase*(dchi - 1j*A.T[:, None, :]*chi)


def density(D, value, grad):
    c = value.conj() @ D.T
    rho = np.sum(c*value, axis=1).real
    return rho, np.array([2*np.sum(c*g, axis=1).real for g in grad])


def xc_matrix(code, value, grad):
    """xc matrix at finite field for the fixed density matrix D0."""
    rho, grho = density(D0, value, grad)
    _, fr, fs = functional(code, rho, grho)
    flow = sum(grho[x][:, None]*grad[x] for x in range(3))
    half = value.conj().T @ (w[:, None]*(0.5*fr[:, None]*value + 2*fs[:, None]*flow))
    return half + half.conj().T


rho0, grho0 = density(D0, chi, dchi)


def moments(code, points):
    """Moment matrices: f_rho part, orbital-gradient part, phase-gradient part."""
    _, fr, fs = functional(code, rho0, grho0)
    flow = sum(grho0[x][:, None]*dchi[x] for x in range(3))
    out = np.zeros((3, 3, nao, nao))
    for b in range(3):
        out[0, b] = chi.T @ ((w*fr*points[:, b])[:, None]*chi)
        h = chi.T @ ((2*w*fs*points[:, b])[:, None]*flow)
        out[1, b] = h + h.T
        out[2, b] = chi.T @ ((2*w*fs*grho0[b])[:, None]*chi)
    return out


def half_cross(m):
    return np.moveaxis(0.5*np.cross(R, np.moveaxis(m, 0, -1)), -1, 0)


M = {code: moments(code, coords) for code in (LDA, PBE)}
parts = {code: np.array([half_cross(m) for m in M[code]]) for code in M}
total = {code: parts[code].sum(axis=0) for code in M}
phase_term = parts[PBE][2]
largest_phase = abs(phase_term).max()

# Field-free matrix against the independent implementation in the package.
K0 = xc_matrix(PBE, chi, dchi)
K_package = mf._numint.nr_rks(mol, mf.grids, PBE, D0)[2]
err_K0 = abs(K0 - K_package).max()
assert err_K0 < 1e-6

# All elements against central differences of the complex finite-field matrix.
step = 3e-4
err_fd = {}
for code in (LDA, PBE):
    worst = 0.0
    for k in range(3):
        plus = xc_matrix(code, *london(step*unit[k]))
        minus = xc_matrix(code, *london(-step*unit[k]))
        worst = max(worst, abs((plus - minus)/(2*step) - 1j*total[code][k]).max())
    err_fd[code] = worst
    assert worst < 1e-6
assert largest_phase > 100*err_fd[PBE]

# One element from the energy alone: orbital values only, numerical grad(rho).
k, p, q = np.unravel_index(np.argmax(abs(phase_term)), phase_term.shape)
h = 1e-3
shifts = [np.zeros(3)] + [s*h*unit[x] for x in range(3) for s in (1, -1, 2, -2)]
shifted_ao = [mol.eval_gto("GTOval_sph", coords + s) for s in shifts]


def energies_from_values(D, B):
    A = 0.5*np.cross(B, centres - gauge_origin)
    r = []
    for s, values in zip(shifts, shifted_ao):
        orb = np.exp(-1j*((coords + s) @ A.T))*values
        r.append(np.sum((orb.conj() @ D.T)*orb, axis=1).real)
    grad = np.array([(8*(r[1+4*x] - r[2+4*x]) - (r[3+4*x] - r[4+4*x]))/(12*h)
                     for x in range(3)])
    return np.array([w @ functional(code, r[0], grad)[0] for code in (LDA, PBE)])


X = np.zeros((nao, nao), complex)
X[q, p], X[p, q] = -1j, 1j
lam = 0.1
mixed = sum(a*b*energies_from_values(D0 + a*lam*X, b*step*unit[k])
            for a in (1, -1) for b in (1, -1))/(4*lam*step)/2
assert abs(mixed[0] - total[LDA][k, p, q]) < 2e-5
assert abs(mixed[1] - total[PBE][k, p, q]) < 2e-5
assert abs(mixed[1] - (total[PBE] - phase_term)[k, p, q]) > 2e-4
del shifted_ao

# Integration by parts: a multiplicative potential must give the same matrix.
hess = np.zeros((3, 3, len(w)))
cD = chi @ D0
for n, (a, b) in enumerate([(0, 0), (0, 1), (0, 2), (1, 1), (1, 2), (2, 2)]):
    hess[a, b] = hess[b, a] = 2*np.sum(cD*ao[4+n] + (dchi[a] @ D0)*dchi[b], axis=1)
_, v1, v2 = dft.libxc.eval_xc(PBE, np.vstack([rho0[None], grho0]), spin=0, deriv=2)[:3]
sigma = np.sum(grho0**2, axis=0)
gHg = np.einsum("ag,abg,bg->g", grho0, hess, grho0)
lap = hess[0, 0] + hess[1, 1] + hess[2, 2]
vxc = v1[0] - 2*(v1[1]*lap + v2[1]*sigma + 2*v2[2]*gHg)
vxc = np.where(rho0 > 1e-8, vxc, 0.0)  # density tail: derivatives are only noise
local = half_cross(np.array([chi.T @ ((w*vxc*coords[:, b])[:, None]*chi)
                             for b in range(3)]))
err_parts = abs(local - total[PBE]).max()
err_parts_without = abs(local - (total[PBE] - phase_term)).max()
assert err_parts < 2e-4  # limited by quadrature of second derivatives
assert err_parts_without > 5*err_parts

# Translation of molecule and grid only rephases the orbitals.
a = np.array([1.0, -2.0, 0.5])
moved = half_cross(moments(PBE, coords + a).sum(axis=0))
expected = np.moveaxis(0.5*np.cross(R, a), -1, 0)*K0.real
err_move = abs(moved - total[PBE] - expected).max()
assert err_move < 1e-9

# Finite-field Kohn-Sham response and nuclear shieldings.
potential = np.concatenate([
    np.einsum("gmn,mn->g", mol.intor("int1e_grids", grids=coords[i:i+10000]), D0)
    for i in range(0, len(w), 10000)])
for Z, pos in zip(mol.atom_charges(), nuclei):
    potential -= Z/np.linalg.norm(coords - pos, axis=1)
nocc = mol.nelectron//2
B0 = 1e-3
shield = np.zeros((2, 3))  # rows: full matrix, phase-gradient term left out
rho_response = D_real = D_imag = err_orbital = 0.0
for j in range(3):
    saved = []
    for sign in (1, -1):
        B = sign*B0*unit[j]
        value, grad = london(B)
        A_r = 0.5*np.cross(B, coords - gauge_origin)
        pi = -1j*grad + A_r.T[:, :, None]*value
        S = value.conj().T @ (w[:, None]*value)
        F = value.conj().T @ ((w*potential)[:, None]*value) + xc_matrix(PBE, value, grad)
        F = F + 0.5*sum(x.conj().T @ (w[:, None]*x) for x in pi)
        for drop in (0, 1):
            e, C = eigh(F - drop*1j*sign*B0*phase_term[j], S)
            D = 2*C[:, :nocc] @ C[:, :nocc].conj().T
            c = value.conj() @ D.T
            momentum = np.array([np.sum(c*x, axis=1).real for x in pi]).T
            for n, pos in enumerate(nuclei):
                d = coords - pos
                torque = np.cross(d, momentum)[:, j]/np.linalg.norm(d, axis=1)**3
                shield[drop, n] += (sign*(w @ torque)/(2*B0)
                                    * fine_structure**2*1e6/3)
            if drop == 0:
                saved.append((D, density(D, value, grad)[0]))
                err_orbital = max(err_orbital, abs(e - mf.mo_energy)[:nocc].max())
    D1 = (saved[0][0] - saved[1][0])/(2*B0)
    rho_response = max(rho_response, w @ abs(saved[0][1] - saved[1][1])/(2*B0))
    D_real = max(D_real, abs(D1.real).max())
    D_imag = max(D_imag, abs(D1.imag).max())
assert err_orbital < 1e-3
assert rho_response < 1e-7 and D_real < 1e-7 and D_imag > 1e-3
assert abs(shield[0, 1] - shield[0, 2]) < 0.05  # equivalent protons

labels = mol.ao_labels()
tesla = physical_constants["atomic unit of mag. flux density"][0]
print(f"O-H distance: {bond} angstrom; H-O-H angle: {angle} degrees")
print(f"basis functions: {nao}; grid points: {len(w)}")
print(f"PBE total energy: {mf.e_tot:.6f} hartree")
print(f"integral of density on grid: {w @ rho0:.6f} electrons")
print(f"max error of field-free xc matrix: {err_K0:.1e} hartree")
print("Selected element (largest phase-gradient term):")
print(f"  m = {labels[p].strip()} (index {p}); n = {labels[q].strip()} (index {q})")
print(f"  field direction: {'xyz'[k]}")
print("  R_m - R_n: " + " ".join(f"{x:.6f}" for x in R[p, q]) + " bohr")
for name, m in zip(("f_rho", "orbital-gradient", "phase-gradient"), M[PBE]):
    print(f"  PBE moment x y z, {name}: "
          + " ".join(f"{x:.6f}" for x in m[:, p, q]) + " hartree bohr")
print("Derivatives below: factor of i, hartree per atomic unit of field")
for name, m in zip(("f_rho", "orbital-gradient", "phase-gradient"), parts[PBE]):
    print(f"  PBE {name} part: {m[k, p, q]:.6f}")
print(f"  PBE total, formula: {total[PBE][k, p, q]:.6f}")
print(f"  PBE total, from energy differences: {mixed[1]:.6f}")
print(f"  LDA total, formula: {total[LDA][k, p, q]:.6f}")
print(f"  LDA total, from energy differences: {mixed[0]:.6f}")
print(f"atomic unit of field: {tesla:.6e} tesla")
print(f"PBE total converted: {total[PBE][k, p, q]/tesla:.4e} hartree per tesla")
print("Whole matrix, all field directions, same derivative unit:")
print(f"  largest PBE element: {abs(total[PBE]).max():.6f}")
print(f"  largest phase-gradient term: {largest_phase:.6f}")
print(f"  max error against finite field, LDA: {err_fd[LDA]:.1e}")
print(f"  max error against finite field, PBE: {err_fd[PBE]:.1e}")
print(f"  max deviation from local-potential form: {err_parts:.1e}")
print(f"  same without phase-gradient term: {err_parts_without:.1e}")
print(f"  max error of translation rule: {err_move:.1e}")
print("Finite-field Kohn-Sham response, per atomic unit of field:")
print(f"  integral of |first-order density|: {rho_response:.1e} electrons")
print(f"  largest real part of first-order density matrix: {D_real:.1e}")
print(f"  largest imaginary part of it: {D_imag:.4f}")
print(f"max occupied orbital-energy error on grid: {err_orbital:.1e} hartree")
for n, name in enumerate(("O", "H1", "H2")):
    print(f"isotropic shielding {name}: {shield[0, n]:.3f} ppm; "
          f"without phase-gradient term: {shield[1, n]:.3f} ppm")
print(f"change on omission, O: {shield[1, 0] - shield[0, 0]:.3f} ppm")
print(f"change on omission, H1: {shield[1, 1] - shield[0, 1]:.4f} ppm")
print("tests ok")
```

It prints:

```
O-H distance: 0.96 angstrom; H-O-H angle: 104.5 degrees
basis functions: 13; grid points: 59588
PBE total energy: -76.298338 hartree
integral of density on grid: 10.000000 electrons
max error of field-free xc matrix: 1.0e-15 hartree
Selected element (largest phase-gradient term):
  m = 0 O 3pz (index 8); n = 1 H 2s (index 10)
  field direction: y
  R_m - R_n: -1.814137 0.000000 0.000000 bohr
  PBE moment x y z, f_rho: 0.000000 0.000000 -0.258135 hartree bohr
  PBE moment x y z, orbital-gradient: -0.000000 0.000000 -0.016679 hartree bohr
  PBE moment x y z, phase-gradient: -0.000000 0.000000 0.007256 hartree bohr
Derivatives below: factor of i, hartree per atomic unit of field
  PBE f_rho part: -0.234146
  PBE orbital-gradient part: -0.015129
  PBE phase-gradient part: 0.006582
  PBE total, formula: -0.242693
  PBE total, from energy differences: -0.242693
  LDA total, formula: -0.249460
  LDA total, from energy differences: -0.249460
atomic unit of field: 2.350518e+05 tesla
PBE total converted: -1.0325e-06 hartree per tesla
Whole matrix, all field directions, same derivative unit:
  largest PBE element: 0.249860
  largest phase-gradient term: 0.006582
  max error against finite field, LDA: 2.7e-08
  max error against finite field, PBE: 2.7e-08
  max deviation from local-potential form: 4.6e-08
  same without phase-gradient term: 6.6e-03
  max error of translation rule: 3.3e-16
Finite-field Kohn-Sham response, per atomic unit of field:
  integral of |first-order density|: 0.0e+00 electrons
  largest real part of first-order density matrix: 0.0e+00
  largest imaginary part of it: 0.2498
max occupied orbital-energy error on grid: 2.7e-06 hartree
isotropic shielding O: 315.812 ppm; without phase-gradient term: 324.827 ppm
isotropic shielding H1: 33.086 ppm; without phase-gradient term: 32.986 ppm
isotropic shielding H2: 33.086 ppm; without phase-gradient term: 32.986 ppm
change on omission, O: 9.015 ppm
change on omission, H1: -0.0995 ppm
tests ok
```
